# Orientation dependence of 1s to 3d quadrupole absorption at octahedral sites

**Setting.** An atom sits at an octahedral site with a centre of inversion. The cube axes are $x,y,z$. A 1s electron absorbs one photon from a weak, linearly polarized beam and enters an empty 3d shell. The unit polarization vector is $\mathbf e$, the unit beam direction is $\mathbf q$, and $\mathbf e\cdot\mathbf q=0$.

Use the one-electron picture. The 1s orbital is spherical, and the 3d orbitals have a common radial function $R_{3d}(r)$. The cubic field splits them into $t_{2g}$ ($xy,yz,zx$) and $e_g$ ($x^2-y^2,\,3z^2-r^2$). Algebra is in atomic units, where the speed of light is $1/\alpha$ and the wave vector is $\mathbf k=\alpha\omega\,\mathbf q$.

## Part (a): the quadrupole cross section

*Starting from the coupling $\mathbf A\cdot\mathbf p$, find the leading 1s to 3d absorption cross section in terms of matrix elements of $Q=(\mathbf e\cdot\mathbf r)(\mathbf q\cdot\mathbf r)$. Assume that both orbitals are eigenstates of one Hamiltonian with a local potential.*

**Answer.** Take $\mathbf A=A_0\mathbf e\cos(\mathbf k\cdot\mathbf r-\omega t)$. The part that absorbs a photon is $\tfrac12A_0\,e^{i\mathbf k\cdot\mathbf r}\,\mathbf e\cdot\mathbf p\,e^{-i\omega t}$. With

$$M_f=\langle f|e^{i\mathbf k\cdot\mathbf r}\,\mathbf e\cdot\mathbf p|1s\rangle ,$$

the golden rule gives the rate $W=2\pi(A_0^2/4)\sum_f|M_f|^2\delta(\omega-\omega_f)$, where $\omega_f$ is the transition energy. The electric amplitude is $\omega A_0$, so the mean intensity is $I=\omega^2A_0^2/(8\pi\alpha)$. The cross section is absorbed power divided by intensity:

$$\sigma=\frac{\omega W}{I}=\frac{4\pi^2\alpha}{\omega}\sum_f|M_f|^2\,\delta(\omega-\omega_f).$$

Now expand $e^{i\mathbf k\cdot\mathbf r}=1+i\mathbf k\cdot\mathbf r+\dots$. The first term contributes nothing, because $\mathbf p$ acting on an s function gives a p function, which is orthogonal to 3d. Since $\mathbf p=-i\nabla$, the second term gives

$$M_f=k\,\langle d|(\mathbf q\cdot\mathbf r)\,\mathbf e\cdot\nabla|1s\rangle .$$

To bring in $Q$, use $H=-\tfrac12\nabla^2+V(\mathbf r)$. A local $V$ commutes with $Q$, so

$$[H,Q]=-\tfrac12(\nabla^2Q)-(\nabla Q)\cdot\nabla .$$

Here $\nabla Q=\mathbf e(\mathbf q\cdot\mathbf r)+\mathbf q(\mathbf e\cdot\mathbf r)$ and $\nabla^2Q=2\,\mathbf e\cdot\mathbf q=0$. Between eigenstates of $H$ the commutator equals $\omega_f$ times the matrix element of $Q$:

$$\omega_f\langle d|Q|1s\rangle=-\langle d|(\mathbf q\cdot\mathbf r)\mathbf e\cdot\nabla+(\mathbf e\cdot\mathbf r)\mathbf q\cdot\nabla|1s\rangle .$$

The two terms on the right are equal. Their difference is

$$(\mathbf q\cdot\mathbf r)\mathbf e\cdot\nabla-(\mathbf e\cdot\mathbf r)\mathbf q\cdot\nabla=(\mathbf q\times\mathbf e)\cdot(\mathbf r\times\nabla)=i(\mathbf q\times\mathbf e)\cdot\mathbf L ,$$

and $\mathbf L|1s\rangle=0$. Each term therefore supplies half of the sum, and

$$M_f=-\tfrac12k\omega_f\langle d|Q|1s\rangle .$$

At resonance $\omega=\omega_f$ and $k=\alpha\omega$, so $|M_f|^2=\tfrac14\alpha^2\omega^4|\langle d|Q|1s\rangle|^2$. Per 1s electron,

$$\sigma=\pi^2\alpha^3\omega^3\sum_d|\langle d|Q|1s\rangle|^2\,\delta(\omega-\omega_d).$$

Spin is conserved, so each 1s electron reaches the five orbitals of its own spin.

## Part (b): the five amplitudes

*Evaluate $\langle d|Q|1s\rangle$ for the five real 3d orbitals.*

**Answer.** Write $\mathbf n=\mathbf r/r$. The 1s function is $R_{1s}(r)/\sqrt{4\pi}$, and the angular functions needed are

$$Y_{xy}=\sqrt{\tfrac{15}{4\pi}}\,n_xn_y,\quad Y_{x^2-y^2}=\sqrt{\tfrac{15}{16\pi}}\,(n_x^2-n_y^2),\quad Y_{3z^2-r^2}=\sqrt{\tfrac{5}{16\pi}}\,(3n_z^2-1),$$

with $yz$ and $zx$ obtained from $xy$ by cyclic change of the axes. All amplitudes share the radial integral

$$R=\int_0^\infty R_{3d}(r)\,r^4\,R_{1s}(r)\,dr ,$$

where $r^2$ comes from $Q$ and $r^2$ from the volume element. The angular integrals follow from

$$\int n_x^2\,d\Omega=\frac{4\pi}{3},\qquad\int n_x^4\,d\Omega=\frac{4\pi}{5},\qquad\int n_x^2n_y^2\,d\Omega=\frac{4\pi}{15}.$$

Integrals with an odd power of any component vanish.

For $xy$, the terms of $Q$ that survive are $(e_xq_y+e_yq_x)n_xn_y$:

$$\langle xy|Q|1s\rangle=R\,\frac{\sqrt{15}}{4\pi}\,\frac{4\pi}{15}(e_xq_y+e_yq_x)=\frac{R}{\sqrt{15}}(e_xq_y+e_yq_x).$$

For $x^2-y^2$, the squares in $Q$ survive. The integral of $(n_x^2-n_y^2)n_x^2$ is $4\pi/5-4\pi/15=8\pi/15$. With $n_y^2$ the sign is reversed, and with $n_z^2$ the result is zero. Hence

$$\langle x^2-y^2|Q|1s\rangle=R\,\frac{\sqrt{15}}{8\pi}\,\frac{8\pi}{15}(e_xq_x-e_yq_y)=\frac{R}{\sqrt{15}}(e_xq_x-e_yq_y).$$

For $3z^2-r^2$, the integral of $(3n_z^2-1)n_z^2$ is $12\pi/5-4\pi/3=16\pi/15$. With $n_x^2$ or $n_y^2$ it is $12\pi/15-4\pi/3=-8\pi/15$. Orthogonality gives $e_xq_x+e_yq_y=-e_zq_z$, so the angular sum is $(16\pi+8\pi)e_zq_z/15$ and

$$\langle 3z^2-r^2|Q|1s\rangle=R\,\frac{\sqrt5}{8\pi}\,\frac{24\pi}{15}\,e_zq_z=\frac{R}{\sqrt{15}}\,\sqrt3\,e_zq_z .$$

## Part (c): strengths of the two sets

*Define $g_\Gamma=(15/R^2)\sum_{d\in\Gamma}|\langle d|Q|1s\rangle|^2$. Express $g_{e_g}$ and $g_{t_{2g}}$ through $S=\sum_ie_i^2q_i^2$.*

**Answer.** Let $u_i=e_iq_i$, so that $u_x+u_y+u_z=0$ and $S=\sum_iu_i^2$. From part (b),

$$g_{e_g}=(u_x-u_y)^2+3u_z^2=u_x^2+u_y^2-2u_xu_y+3u_z^2 .$$

Squaring $u_x+u_y=-u_z$ gives $-2u_xu_y=u_x^2+u_y^2-u_z^2$. Therefore

$$g_{e_g}=2(u_x^2+u_y^2+u_z^2)=2S .$$

For the other set,

$$g_{t_{2g}}=\sum_{i<j}(e_iq_j+e_jq_i)^2=\sum_{i\ne j}e_i^2q_j^2+2\sum_{i<j}u_iu_j .$$

The first sum is $\sum_ie_i^2\sum_jq_j^2-S=1-S$. The second is $(\sum_iu_i)^2-S=-S$. Thus

$$g_{t_{2g}}=1-2S,\qquad g_{t_{2g}}+g_{e_g}=1 .$$

Turning the crystal moves strength between the two sets and leaves the sum unchanged. The line areas also carry the factor $\omega^3$, which differs slightly between the two levels, so the total area is constant only up to that difference.

## Part (d): rotation with both vectors in the cube face

*The light turns by an angle $\varphi$ about $z$ relative to the crystal. Both $\mathbf e$ and $\mathbf q$ lie in the $xy$ plane, with $\mathbf e\parallel x$ and $\mathbf q\parallel y$ at $\varphi=0$. Find the two strengths and explain their period.*

**Answer.** The vectors are $\mathbf e=(\cos\varphi,\sin\varphi,0)$ and $\mathbf q=(-\sin\varphi,\cos\varphi,0)$. In units of $R/\sqrt{15}$ the amplitudes are

$$xy:\ \cos^2\varphi-\sin^2\varphi=\cos2\varphi,\qquad x^2-y^2:\ -2\sin\varphi\cos\varphi=-\sin2\varphi .$$

The other three vanish because $e_z=q_z=0$. Squaring gives

$$g_{t_{2g}}=\cos^22\varphi=\tfrac12(1+\cos4\varphi),\qquad g_{e_g}=\sin^22\varphi=\tfrac12(1-\cos4\varphi).$$

The angle doubles twice. The amplitude is bilinear in two vectors that turn together, which gives $2\varphi$, and squaring it gives $4\varphi$.

At $\varphi=0$ the operator is $Q=xy$ and reaches the $t_{2g}$ orbital $xy$ alone. At $45^\circ$ it is $Q=\tfrac12(y^2-x^2)$ and reaches the $e_g$ orbital $x^2-y^2$ alone. At $90^\circ$ it is $-xy$, with the same intensity as at the start. The period of $90^\circ$ is that of the fourfold axis of the site. If the crystal is turned and the light is fixed, $\varphi$ changes sign and these two curves stay the same.

## Part (e): general orientation

*Let $\mathbf e$ and $\mathbf q$ have any orthogonal directions, still turning together about $z$. When does the modulation vanish, and when is it complete? Find also the strengths for a powder.*

**Answer.** Let $s_e,s_q$ be the lengths of the parts of $\mathbf e,\mathbf q$ perpendicular to $z$, and $a,b$ their azimuths at $\varphi=0$. Then $e_x=s_e\cos(\varphi+a)$, $e_y=s_e\sin(\varphi+a)$, and likewise for $\mathbf q$ with $b$. The addition theorems give

$$e_xq_x-e_yq_y=s_es_q\cos(2\varphi+a+b),\qquad e_xq_y+e_yq_x=s_es_q\sin(2\varphi+a+b).$$

The components $e_z,q_z$ do not change, so the $3z^2-r^2$ strength is constant and

$$g_{e_g}=3e_z^2q_z^2+\tfrac12s_e^2s_q^2\,[1+\cos(4\varphi+2a+2b)] .$$

For $yz$ and $zx$ together,

$$(e_yq_z+e_zq_y)^2+(e_zq_x+e_xq_z)^2=s_e^2q_z^2+s_q^2e_z^2+2e_zq_z(e_xq_x+e_yq_y).$$

The last bracket equals $-e_zq_z$, so this sum is the constant $s_e^2q_z^2+s_q^2e_z^2-2e_z^2q_z^2$. The whole modulation comes from the exchange of strength between $xy$ and $x^2-y^2$.

The difference between the maximum and minimum of either strength is $s_e^2s_q^2$. It vanishes if $\mathbf e$ or $\mathbf q$ lies along the rotation axis. The other vector is then perpendicular to the axis, so $e_zq_z=0$, and the strengths stay at $g_{e_g}=0$, $g_{t_{2g}}=1$. The modulation is complete, from 0 to 1, only if $s_e=s_q=1$, that is, with both vectors perpendicular to the axis. In part (d), $a=0$ and $b=90^\circ$, which turns the plus sign in the bracket into the minus sign found there.

For a powder, first average $\mathbf e$ over the directions perpendicular to a fixed $\mathbf q$, which gives $\overline{e_z^2}=\tfrac12(1-q_z^2)$. Over the sphere, $q_z^2$ and $q_z^4$ average to $1/3$ and $1/5$. Hence

$$\overline{e_z^2q_z^2}=\tfrac12\left(\tfrac13-\tfrac15\right)=\tfrac1{15},\qquad\overline S=\tfrac3{15}=\tfrac15 ,$$

and $\overline{g_{e_g}}=2/5$, $\overline{g_{t_{2g}}}=3/5$, in the ratio of the numbers of orbitals. An average over the rotation of part (d) gives $1/2$ for each, so it does not replace a powder average.

## Part (f): limits of the result

*Does keeping the complete factor $e^{i\mathbf k\cdot\mathbf r}$ change the angular law? Can dipole absorption change it? What else limits it?*

**Answer.** *Retardation.* For a spherical 1s function, $\mathbf e\cdot\nabla R_{1s}=(\mathbf e\cdot\mathbf n)R_{1s}'(r)$. The complete amplitude therefore projects the function $(\mathbf e\cdot\mathbf n)e^{ikr\,\mathbf q\cdot\mathbf n}$ onto $l=2$. Take $\mathbf q$ as polar axis, with polar angle $\theta$, and measure the azimuth $\chi$ from $\mathbf e$. The function is then $\sin\theta\cos\chi\,e^{ikr\cos\theta}$. At every $r$ its dependence on azimuth is $\cos\chi$, and the one $l=2$ function with this dependence is

$$\sin\theta\cos\theta\cos\chi=(\mathbf e\cdot\mathbf n)(\mathbf q\cdot\mathbf n).$$

This is the angular part of $Q$. Higher powers of $k$ thus change a radial factor common to all five orbitals and leave the shares $2S$ and $1-2S$ as they are, apart from the small difference in $k$ between the two lines.

*Dipole absorption.* In the dipole approximation the cross section has the form $\sum_{ij}e_iT_{ij}e_j$ with a symmetric tensor $T$. A $180^\circ$ rotation about $z$ reverses $T_{xz}$ and $T_{yz}$, so these vanish, and a rotation about $x$ removes $T_{xy}$. Rotations by $90^\circ$ make the diagonal elements equal. The dipole background is then $T_{xx}(e_x^2+e_y^2+e_z^2)=T_{xx}$, independent of $\varphi$.

With a centre of inversion the final states can be chosen with definite parity. Dipole transitions from 1s reach odd states and quadrupole transitions reach even ones, so none of these states has both amplitudes, and the total absorption contains no interference between the two. If the inversion centre is lost, p and d functions of the same symmetry can mix. At a tetrahedral site, for example, $xy,yz,zx$ mix with p functions, while $x^2-y^2$ and $3z^2-r^2$ do not. A line whose orbitals mix with p gains dipole intensity when the polarization has a component along an admixed p function, and the strength from part (c) then no longer describes it alone.

*Other conditions.* If a distortion splits $t_{2g}$ or $e_g$, each new line must be computed from its own orbitals. Where these are combinations of the five real orbitals, as in a trigonal distortion, the amplitudes of part (b) are combined with the same coefficients before squaring. If the shell is partly filled, the strength of a set is multiplied by its hole fraction, provided that this fraction is the same for every normalized combination of the orbitals in the set. Equal fractions in $xy,yz,zx$ alone are not enough: an electron in $(xy+yz+zx)/\sqrt3$ leaves the same hole fraction in all three, yet it singles out one cube diagonal and in general changes the angular law. The rotation of part (d) does not reveal this, because there $xy$ is the only $t_{2g}$ orbital reached and its curve is merely scaled by its hole fraction. In a real compound $t_{2g}$ and $e_g$ mix with the ligand orbitals to different degrees, so they do not share one radial integral. Octahedral symmetry still makes the two strengths proportional to $1-2S$ and $2S$, but each has its own prefactor, and the total then changes with orientation. Coupling of the 3d electrons to each other and to the core hole, which produces multiplets, lies outside this one-electron model.

## Part (g): a numerical case

*Take Slater functions with exponents $\zeta_1=20$ (1s) and $\zeta_3=3$ (3d) inverse bohr, two 1s electrons, lines at 5000 eV ($t_{2g}$) and 5002 eV ($e_g$), and Lorentzian lines of full width $\Gamma=1$ eV at half maximum. Find the line areas, follow the spectrum through the rotation of part (d), and evaluate $g_{e_g}$ for two tilted geometries:*

- *A: $\mathbf e=(\sin60^\circ,0,\cos60^\circ)$, $\mathbf q=(0,1,0)$*
- *B: $\mathbf e=(-\cos60^\circ,0,\sin60^\circ)$, $\mathbf q=(\sin60^\circ,0,\cos60^\circ)$*

**Answer.** These are model parameters. The two functions are not eigenstates of one Hamiltonian with a local potential, so using the quadrupole form of part (a) is here part of the model. The normalized radial functions are

$$R_{1s}=2\zeta_1^{3/2}e^{-\zeta_1r},\qquad R_{3d}=\frac{(2\zeta_3)^{7/2}}{\sqrt{720}}\,r^2e^{-\zeta_3r}.$$

With $\int_0^\infty r^6e^{-cr}dr=720/c^7$,

$$R=\frac{2\zeta_1^{3/2}(2\zeta_3)^{7/2}\sqrt{720}}{(\zeta_1+\zeta_3)^7}=\frac{2\,(20)^{3/2}\,6^{7/2}\sqrt{720}}{23^7}\ \text{bohr}^2=2.089\times10^{-4}\ \text{Å}^2 .$$

The wave number at 5000 eV is $k=2.534$ Å$^{-1}$. Writing $\alpha^3\omega^3=\alpha\omega k^2$ and counting two electrons, the area of a $t_{2g}$ line with $g_{t_{2g}}=1$ is

$$A_t=\frac{2\pi^2\alpha}{15}\,(5000\ \text{eV})(2.534\ \text{Å}^{-1})^2(2.089\times10^{-4}\ \text{Å}^2)^2=1.345\times10^{-5}\ \text{eV Å}^2 ,$$

or $1.765\times10^{-6}$ hartree bohr$^2$. For $e_g$ the area at full strength is larger by the factor $(5002/5000)^3=1.0012$.

During the rotation the areas are $A_t\cos^22\varphi$ and $1.0012\,A_t\sin^22\varphi$. Define the centroid as the mean of the two line positions, weighted by the line areas. Neglecting the factor 1.0012, it lies at $5000+2\sin^22\varphi$ eV. The areas must come from a fit of the two lines, because the mean energy of a Lorentzian spectrum depends on the energy window over which it is taken.

| $\varphi$ | $g_{t_{2g}}$ | $g_{e_g}$ | centroid (eV) |
|---|---|---|---|
| 0° | 1 | 0 | 5000.0 |
| 15° | 0.75 | 0.25 | 5000.5 |
| 22.5° | 0.50 | 0.50 | 5001.0 |
| 30° | 0.25 | 0.75 | 5001.5 |
| 45° | 0 | 1 | 5002.0 |

The centroid moves by the full splitting although neither level moves.

A Lorentzian of unit area has height $2/(\pi\Gamma)$. At $\varphi=0$ the cross section at 5000 eV is therefore $2A_t/(\pi\Gamma)=8.56\times10^{-6}$ Å$^2$. At 5002 eV it is $5.04\times10^{-7}$ Å$^2$, although $g_{e_g}=0$. This is the tail of the $t_{2g}$ line: two widths from its centre a Lorentzian has fallen to $1/(1+4^2)=1/17$ of its height. At $45^\circ$ the value at 5002 eV is $8.57\times10^{-6}$ Å$^2$. A cross section read at one energy thus keeps a minimum above zero, and the strengths must be obtained by separating the two lines.

For the tilted geometries, use part (e):

- A has $q_z=0$, $s_e^2=3/4$, $s_q=1$, $a=0$, $b=90^\circ$. Then $g_{e_g}=\tfrac34\sin^22\varphi$, which is 0, 0.375 and 0.75 at $0$, $22.5^\circ$ and $45^\circ$.
- B has $e_z^2q_z^2=3/16$, $s_e^2s_q^2=3/16$, $a=180^\circ$, $b=0$. Then $g_{e_g}=\tfrac9{16}+\tfrac3{16}\cos^22\varphi$, which falls from 0.750 through 0.656 to 0.5625 at the same angles.

In B the constant $3z^2-r^2$ part dominates, and the maximum lies where part (d) has its minimum.

Finally, in the momentum form with these Slater functions, the complete plane wave gives 0.980 of the first-order intensity. Retardation thus lowers the momentum-form areas by about 2% relative to their first-order values and, by part (f), leaves the angular law unchanged. This factor does not correct $A_t$, which was computed in the quadrupole form. Since $R_{1s}'=-\zeta_1R_{1s}$, the first-order momentum amplitude is $-k\zeta_1\int R_{3d}r^3R_{1s}\,dr$ and the quadrupole amplitude is $-\tfrac12k\omega R$, times the same angular factor. With $\int_0^\infty r^5e^{-cr}dr=120/c^6$ their ratio is $\zeta_1(\zeta_1+\zeta_3)/(3\omega)=0.83$ at $\omega=183.7$ hartree, so the first-order momentum-form area is about $0.70\,A_t$. The absolute areas depend on this choice of form, and so does the factor 1.0012: the first-order momentum-form area scales as $k^2/\omega\propto\omega$, which gives $5002/5000=1.0004$. The shares $2S$ and $1-2S$ do not depend on it. The numerical check obtains the $t_{2g}$ and $e_g$ orbitals independently, by diagonalizing the field of six point charges.

## Calculated quantities

```
MODEL INPUT
1s exponent = 37.7945 1/angstrom (20 1/bohr)
3d exponent = 5.6692 1/angstrom (3 1/bohr)
t2g line = 5000.0 eV, eg line = 5002.0 eV
full width at half maximum = 1.0 eV
number of 1s electrons = 2
RADIAL PART AND LINE AREAS
radial integral R = 2.0887e-04 angstrom^2 (7.4589e-04 bohr^2)
photon wave number at t2g line = 2.5339 1/angstrom
area for g_t2g = 1: 1.3449e-05 eV angstrom^2
  same in atomic units: 1.7650e-06 hartree bohr^2
area for g_eg = 1: 1.3465e-05 eV angstrom^2
area ratio eg/t2g at full strength = 1.00120
intensity, full plane wave / first order = 0.9798
ROTATION ABOUT z, BOTH e AND q IN THE xy PLANE
phi(deg) g_t2g g_eg area_t2g area_eg(eV angstrom^2) centroid(eV)
  0.0 1.0000 0.0000 1.3449e-05 1.6564e-31 5000.000
 15.0 0.7500 0.2500 1.0087e-05 3.3663e-06 5000.500
 22.5 0.5000 0.5000 6.7246e-06 6.7327e-06 5001.001
 30.0 0.2500 0.7500 3.3623e-06 1.0099e-05 5001.500
 45.0 0.0000 1.0000 2.7336e-31 1.3465e-05 5002.000
 90.0 1.0000 0.0000 1.3449e-05 1.6581e-31 5000.000
CROSS SECTION WITH LORENTZIAN LINES (angstrom^2)
phi(deg)  at t2g line  at eg line
  0.0  8.5620e-06  5.0365e-07
 22.5  4.5331e-06  4.5380e-06
 45.0  5.0425e-07  8.5723e-06
TILTED GEOMETRIES (g_eg at phi = 0, 22.5, 45 deg)
A: e=(sin60,0,cos60), q=(0,1,0)
   g_eg = 0.00000, 0.37500, 0.75000
B: e=(-cos60,0,sin60), q=(sin60,0,cos60)
   g_eg = 0.75000, 0.65625, 0.56250
AVERAGES
powder: g_t2g = 0.6000, g_eg = 0.4000
in-plane rotation: g_t2g = 0.5000, g_eg = 0.5000
```
